# Quadratic Strain Energies and the Pressure Derivative of the Bulk Modulus

Suppose the energy of a crystal has been calculated at several volumes, and a parabola in the Lagrangian strain is fitted to the results. The fit gives an equilibrium volume and a bulk modulus. If the same fit is then asked how fast the crystal stiffens under pressure, it answers that at zero pressure it does not stiffen at all. A parabola in the logarithmic strain, fitted to the same energies, gives a rate of 2, and one in the Eulerian strain gives 4. None of these numbers was measured by the calculation. Each was fixed when the strain variable was chosen, and anyone who takes it for a property of the crystal has been misled by the fit.

Consider a cubic crystal, or an isotropic solid, under hydrostatic pressure and in a single phase. Its shape then stays the same and its state is given by the volume \(V\). Let \(E(V)\) be the energy at rest, or the Helmholtz free energy at a fixed temperature. The pressure, positive in compression, and the bulk modulus are

\[
P=-\frac{dE}{dV},\qquad B=-V\frac{dP}{dV}.
\]

Let \(V_0\) be the volume at which \(P=0\), and let \(B_0>0\) and \(B_0'=dB/dP\) be taken there. The slope \(B_0'\) is a pure number. Write \(x=V/V_0\), and let \(\lambda=x^{1/3}\) be the factor by which every length is multiplied.

For this uniform stretch the deformation gradient is \(\mathbf F=\lambda\mathbf I\). The Lagrangian strain tensor \((\mathbf F^T\mathbf F-\mathbf I)/2\), the logarithmic strain \(\tfrac12\ln(\mathbf F^T\mathbf F)\) and the Eulerian strain \((\mathbf I-(\mathbf F\mathbf F^T)^{-1})/2\) are all multiples of the unit tensor, with the factors

\[
\frac{\lambda^2-1}{2},\qquad \ln\lambda,\qquad \frac{1-\lambda^{-2}}{2}.
\]

They are members of one family,

\[
e_n=\frac{\lambda^n-1}{n}=\frac{x^{n/3}-1}{n},
\]

with \(n=2\), \(n\to0\) and \(n=-2\) respectively. The limit follows from \(\lambda^n=1+n\ln\lambda+\dots\), so that \(e_0=\ln\lambda=\tfrac13\ln x\). For the Eulerian case it is usual to count compression as positive and to write \(f=(x^{-2/3}-1)/2=-e_{-2}\). The change of sign has no effect on a squared strain.

Now expand the energy about \(V_0\) in powers of \(e_n\) and stop at the square. There is no linear term, because \(dE/dV=0\) at zero pressure. To find the coefficient of the square, note that

\[
\frac{de_n}{dx}=\frac1n\,\frac n3\,x^{n/3-1}=\frac13x^{n/3-1},
\]

so \(e_n\approx(V-V_0)/(3V_0)\) near \(V_0\), for every \(n\). The definition of \(B\) gives \(d^2E/dV^2=B_0/V_0\) at \(V_0\), hence \(E-E_0\approx B_0(V-V_0)^2/(2V_0)\). Replacing \(V-V_0\) by \(3V_0e_n\) gives the truncated energy

\[
E=E_0+\frac92V_0B_0\,e_n^2 .
\]

From here on this is taken as the full energy function, and its consequences are worked out without further approximation. Since \(dV=V_0\,dx\), the pressure is

\[
P=-\frac1{V_0}\,9V_0B_0\,e_n\frac{de_n}{dx}=-3B_0\,e_n\,x^{n/3-1}.
\]

In compression \(e_n<0\) and \(P>0\), as it should be. Because \(V\,d/dV=x\,d/dx\), the product rule gives

\[
B=3B_0x\left[\frac13x^{n/3-1}\,x^{n/3-1}+e_n\left(\frac n3-1\right)x^{n/3-2}\right],
\]

and, after the powers are collected,

\[
B=B_0\left[x^{2n/3-1}+(n-3)\,e_n\,x^{n/3-1}\right].
\]

At \(x=1\), where \(e_n=0\), this returns \(B_0\). Its derivative there has two parts. The first term gives \(2n/3-1\). In the second, only the derivative of \(e_n\) survives, and it gives \((n-3)/3\). Therefore

\[
\left.\frac{dB}{dx}\right|_{1}=B_0\left(\frac{2n}3-1+\frac n3-1\right)=B_0(n-2),\qquad
\left.\frac{dP}{dx}\right|_{1}=-B_0 .
\]

The second relation is the definition of \(B\) at \(x=1\). The ratio of the two is

\[
B_0'=2-n .
\]

Eulerian strain, \(n=-2\), gives 4; logarithmic strain, \(n=0\), gives 2; Lagrangian strain, \(n=2\), gives 0. Neither \(B_0\) nor \(V_0\) enters. The same formula covers two other natural choices: a parabola in the lattice constant has \(n=1\) and gives 1, and a parabola in the volume itself has \(n=3\) and gives \(-1\), a solid that softens when squeezed.

The three named laws have short closed forms. For Eulerian strain, \(x^{-1/3}=(1+2f)^{1/2}\), so that

\[
P=3B_0f(1+2f)^{5/2},\qquad B=B_0(1+7f)(1+2f)^{5/2},
\]

where the factor \(1+7f\) is the sum of \(1+2f\) and \(5f\) from the two terms of \(B\). For logarithmic strain,

\[
P=-B_0\frac{\ln x}{x},\qquad B=B_0\frac{1-\ln x}{x},
\]

and for Lagrangian strain,

\[
P=\frac32B_0\left(x^{-1/3}-x^{1/3}\right),\qquad B=\frac{B_0}2\left(x^{-1/3}+x^{1/3}\right).
\]

The Lagrangian modulus has its minimum at \(x=1\). Its slope vanishes there but not elsewhere, so the value 0 belongs to zero pressure and does not mean a constant modulus.

Large strains show how different these model solids are. As \(x\to0\), the Lagrangian strain tends to \(-1/2\), and the energy rises only to \(E_0+\tfrac98V_0B_0\): the solid could be crushed to a point at finite cost. The Eulerian energy diverges in that limit, and it is under unlimited expansion, where \(f\to-1/2\), that it levels off at the same finite value. That is at least the right kind of behaviour for atoms that repel at short range and can be pulled apart. The logarithmic energy diverges at both ends. None of this makes a truncated expansion reliable so far from \(V_0\), but it shows which way each one leans.

The reason that the choice of strain matters becomes plain when all measures are written in terms of one of them. Let \(h=\ln\lambda\), so that \(V=V_0e^{3h}\), and let any smooth energy be expanded as

\[
E=E_0+\frac92V_0B_0\left(h^2+c\,h^3+\dots\right).
\]

Since \(dV=3V\,dh\), the pressure is

\[
P=-\frac{1}{3V}\frac{dE}{dh}=-3B_0e^{-3h}\left(h+\frac{3c}2h^2+\dots\right)
=-3B_0\left[h+\left(\frac{3c}2-3\right)h^2+\dots\right],
\]

and the modulus is

\[
B=-\frac13\frac{dP}{dh}=B_0\left[1+(3c-6)h+\dots\right].
\]

Dividing \(dB/dh=(3c-6)B_0\) by \(dP/dh=-3B_0\) at \(h=0\) gives \(B_0'=2-c\). The slope is thus set by the cubic coefficient of the energy. Now \(e_n=(e^{nh}-1)/n=h+\tfrac n2h^2+\dots\), and its square is \(h^2+n\,h^3+\dots\). A pure square in \(e_n\) therefore carries a definite cubic term in \(h\), with \(c=n\). Dropping the cubic term in one variable amounts to asserting a particular cubic term in another. The argument uses only the first two coefficients of \(e_n\), so it holds for any smooth measure that begins \(h+\tfrac n2h^2\), whatever follows.

It also explains why the logarithmic law, whose energy is the same for stretches \(\lambda\) and \(1/\lambda\), still stiffens. The number 2 comes from the factor \(e^{-3h}=V_0/V\): pressure is energy per change of volume, and equal steps in \(h\) sweep out less volume in a compressed body.

A particular truncation can be right for a physical reason. Take a face-centred cubic crystal held together by linear springs between nearest neighbours, unstretched at \(V_0\). (In the diamond lattice such springs alone would not hold the cubic shape under pressure.) Each bond of rest length \(d_0\) and spring constant \(k\) stores \(\tfrac12kd_0^2(\lambda-1)^2\). This is a pure square in \(e_1\), so this crystal has \(B_0'=1\). A larger value requires bonds that stiffen on shortening, or other contributions to the energy that act in the same sense.

One might hope that a fit escapes the result if the reference volume is not the true equilibrium volume, since a linear term then appears. It does not. Let strain be measured from some volume \(V_r\), let \(V_*\) be the volume at which the fitted energy has its minimum, and put \(q=(V_*/V_r)^{n/3}\). Then

\[
e_n^{(r)}=\frac{q\,(V/V_*)^{n/3}-1}{n}=q\,e_n^{(*)}+\frac{q-1}{n},
\]

where the superscript names the reference. For \(n=0\) the two strains differ by the constant \(\tfrac13\ln(V_*/V_r)\). A change of reference is a linear rescaling with a shift, and it turns a parabola into a parabola. About its own minimum the fitted energy is again a constant plus a multiple of \((e_n^{(*)})^2\), and \(B_0'=2-n\) at \(V_*\). The condition is that the minimum exists at a positive, finite volume. A fit with three free coefficients therefore adjusts the energy, the volume and the modulus, but never the slope.

The cure is to keep the next term. With \(E=E_0+\tfrac92V_0B_0\,e_n^2(1+a\,e_n)\), the cubic coefficient in \(h\) becomes \(c=n+a\), so \(B_0'=2-n-a\) and

\[
E=E_0+\frac92V_0B_0\,e_n^2\left[1+(2-n-B_0')\,e_n\right].
\]

The added term vanishes when \(B_0'=2-n\) and in no other case. For Eulerian strain, with \(e_{-2}=-f\), the bracket is \(1+(B_0'-4)f\), which is the third-order Birch–Murnaghan energy.

For a numerical case take rough values for silicon: elastic constants \(C_{11}=170\) GPa and \(C_{12}=65\) GPa, a volume of 20 Å\(^3\) per atom, and \(B_0'\) about 4. Then \(B_0=(C_{11}+2C_{12})/3=100\) GPa and \(V_0B_0=12.48\) eV per atom. At 5% compression, \(x=0.95\), the Eulerian strain is \(f=(0.95^{-2/3}-1)/2=0.01739\). The energy is \(4.5\times12.48\times0.01739^2\) eV, or 17.0 meV per atom, and the pressure is \(300\times0.01739\times(1.0348)^{5/2}=5.68\) GPa. The logarithmic law gives 16.4 meV and 5.40 GPa, and the Lagrangian law 15.9 meV and 5.13 GPa. The moduli differ more: 122, 111 and 100 GPa. In the Eulerian case the modulus has risen by 22.2 GPa over 5.68 GPa, a mean slope of 3.9, slightly below the initial 4.

Now take a smaller pressure, 1 GPa. Solving each law numerically for the volume at that pressure gives \(V/V_0=0.990\) for all three, but moduli of 104.0, 102.0 and 100.0 GPa. The choice of strain hardly shows in the compression at this pressure. It shows in the change of stiffness, which is 4%, 2% or nothing.

The effect on a fit can be seen with energies whose slope is known. Take the Rydberg (Vinet) curve,

\[
E=E_0+\frac{9V_0B_0}{\kappa^2}\left[1-(1-u)e^{u}\right],\qquad u=\kappa(1-\lambda).
\]

Expanding the bracket to \(u^2/2+u^3/3\) and using \(u=-\kappa e_1\) gives \(\tfrac92V_0B_0\,e_1^2(1-\tfrac23\kappa e_1)\). Comparison with the cubic formula at \(n=1\) gives \(\kappa=\tfrac32(B_0'-1)\), or 4.5 for \(B_0'=4\). This curve was evaluated at 21 equally spaced volumes from \(0.90V_0\) to \(1.10V_0\), and parabolas in the three strains were fitted by least squares. It stands in for a calculated set of energies; no electronic structure was computed. The Eulerian fit misses \(V_0\) by less than 0.001%, the logarithmic fit by \(+0.22\%\) and the Lagrangian fit by \(+0.43\%\). At the last two fitted volumes, supposedly free of pressure, the original curve has pressures of \(-0.22\) and \(-0.43\) GPa. The fitted moduli are 99.9, 100.8 and 101.9 GPa, and the slopes are 4, 2 and 0.

The size of the volume error can be estimated. Over a symmetric range \(|e_n|\le H\), the straight line closest to \(e_n^3\) in the least-squares sense has slope \(\int e^4de/\int e^2de=\tfrac35H^2\). A parabola fitted to \(e_n^2+a\,e_n^3\) is therefore \(e_n^2+\tfrac35aH^2e_n\), with its minimum at \(e_n=-\tfrac3{10}aH^2\). The relative volume error is three times this, \(-\tfrac9{10}aH^2\). Here \(a=2-n-4=-(n+2)\) and \(H\approx0.1/3\), which gives 0, 0.2% and 0.4% for the three laws, close to the fitted errors. The estimate holds only for a range centred on \(V_0\): the same curve sampled from \(0.85V_0\) to \(1.05V_0\) gives errors of \(-0.07\%\) and \(-0.11\%\) for the logarithmic and Lagrangian fits. The Eulerian fit does well because the curve was given a slope of 4; for a solid with another slope it too would need its cubic term.

With the cubic term included and \(B_0'=4\), the pressures at \(x=0.95\) become 5.68, 5.68 and 5.65 GPa, and the Rydberg curve gives 5.68 GPa. The spread falls from 0.55 to 0.04 GPa. What remains comes from fourth and higher orders, and is about as large as the change of 0.04 GPa caused by raising \(B_0'\) by 0.3 in the Eulerian form.

Real silicon departs from the model in other ways. It changes phase at roughly 11 GPa. The pressures quoted above lie below that, but the fitted range does not: at \(0.90V_0\) the Rydberg curve has a pressure of 13 GPa, so the most compressed points describe a structure that is no longer the stable one. With the room-temperature linear expansion coefficient, about \(2.6\times10^{-6}\) K\(^{-1}\), held constant (it rises by about a quarter between 300 and 400 K), heating by 100 K at fixed volume adds a pressure of \(3\alpha\,\Delta T\,B_0=0.08\) GPa; if the crystal expands freely instead, the larger volume alone lowers \(B\) by four times that, 0.3 GPa. If \(V_0\) comes from a calculation with atoms at rest, zero-point motion is missing. In the Debye model its energy is \(\tfrac98k_B\Theta\) per atom, since three modes per atom have a mean energy of \(\tfrac12\cdot\tfrac34k_B\Theta\) each. For \(\Theta\) about 650 K this is 63 meV. If \(\Theta\) varies as \(V^{-\gamma}\), with \(\gamma\) set to 1 to find the order of magnitude, the resulting pressure is \(63\ \text{meV}/20\ \text{Å}^3=0.5\) GPa, comparable with the false pressure of the Lagrangian fit.

The assumption of hydrostatic pressure fails for a film stressed in its plane. A (001) silicon film under equal in-plane stresses \(\sigma=-1.5\) GPa, free to move along its normal, has a mean pressure \(-2\sigma/3=1\) GPa. The compression energy per volume is \((2\sigma/3)^2/(2B_0)=2\sigma^2/(9B_0)\). The remaining stresses, \(\sigma/3\), \(\sigma/3\) and \(-2\sigma/3\), have squares that add up to \(2\sigma^2/3\) and store \(\sigma^2/[3(C_{11}-C_{12})]\). The ratio of shear to compression energy is

\[
\frac{3B_0}{2(C_{11}-C_{12})}=\frac{300}{210}=1.43 .
\]

More energy goes into changing the film's shape than its volume. To first order in the stress, the film's volume change is set by the mean pressure and \(B_0\) alone. At the next order, where \(B_0'\) enters, the shear stresses change the volume too: with measured third-order elastic constants of silicon, the nonlinear part of the volume change is about a third smaller in this film than under a hydrostatic pressure of 1 GPa. That part, and the change of the film's other stiffnesses under such a load, need third-order elastic constants that \(B_0'\) does not supply.
